Variance and width of an unfolded line in a thermally displaced chain

**The width of an unfolded line in a thermally displaced chain**

**Problem**

Hartree atomic units are used, with ħ = 1 and the temperature T expressed as an energy. Wave numbers k and q are phases per cell. A ring of N atoms carries one spinless orbital per atom, with

H = H₀ + V,  H₀ = −t Σ_n (|n+1⟩⟨n| + h.c.),  V = Σ_n δ_n (|n+1⟩⟨n| + h.c.),  δ_n = α(u_{n+1} − u_n).

The displacements u_n belong to a harmonic chain of mass M and nearest-neighbour spring constant K, and the length of the ring is fixed. They are drawn from the quantum thermal distribution of the nuclear positions and then frozen. Bloch states are labelled by the site index, |k⟩ = N^(−1/2) Σ_n e^(ikn)|n⟩, so that ε_k = −2t cos k and v = dε_k/dk = 2t sin k, with 0 < k < π.

(a) Unfold the eigenstates of the displaced ring onto the primitive zone and find the full width Γ of the averaged line at k, to leading order in α.

(b) Compare it with the Fan-Migdal width, with and without the phonon energy in the energy conservation.

(c) Evaluate both for the round model parameters t = 0.05 Ha, M = 50000, K = 0.05 Ha/bohr², α = 0.04 Ha/bohr, 300 K (T = 9.500×10⁻⁴ Ha), k = 0.3π.

**Ingredients shared by both solutions**

Write u_n = N^(−1/2) Σ_q u_q e^(iqn), with q = 2πm/N and u_{−q} = u_q*. Since |e^(iq) − 1|² = 4 sin²(q/2), the spring energy is (K/2) Σ_q 4 sin²(q/2)|u_q|², and setting it equal to (M/2) Σ_q ω_q²|u_q|² gives

ω_q = 2√(K/M) |sin(q/2)|.

Each real standing wave is an oscillator with x = l(b + b†), l² = 1/(2Mω). The thermal density matrix obeys ρb† = e^(−ω/T) b†ρ. Cyclic invariance of the trace then gives ⟨b†A⟩ = e^(−ω/T)⟨Ab†⟩ = e^(−ω/T)(⟨b†A⟩ + ⟨[A,b†]⟩), which is solved by ⟨b†A⟩ = n⟨[A,b†]⟩ with n = 1/(e^(ω/T) − 1). The same steps for b give ⟨bA⟩ = (n+1)⟨[b,A]⟩. For A = e^(isx) both commutators equal islA, so F(s) = ⟨e^(isx)⟩ obeys

dF/ds = i⟨xA⟩ = il(2n+1)(isl)F = −s l²(2n+1)F.

F is therefore a Gaussian, and so is the distribution of x, with zero mean and variance l²(2n+1) = coth(ω/2T)/(2Mω). The amplitude u_q = (x_c − ix_s)/√2 combines the independent cosine and sine waves of equal frequency, so ⟨|u_q|²⟩ has this same value. The bond modulation has Fourier amplitude δ_q = N^(−1/2) Σ_n δ_n e^(−iqn) = α(e^(iq) − 1)u_q. With 4 sin²(q/2) = Mω_q²/K,

S(q) = ⟨|δ_q|²⟩ = α² (ω_q/2K) coth(ω_q/2T),  S(q→0) = α²T/K ≡ S(0).

On the ring of fixed length the amplitude δ_{q=0} itself vanishes, because Σ_n (u_{n+1} − u_n) = 0.

The supercell is the whole ring, and all k = 2πm/N fold onto its zone centre. Let R shift every orbital by one site, R|n⟩ = |n+1⟩, so R|k⟩ = e^(−ik)|k⟩. The operator P_k = N⁻¹ Σ_m e^(ikm) R^m gives P_k|k′⟩ = N⁻¹ Σ_m e^(i(k−k′)m)|k′⟩ = δ_{kk′}|k′⟩, and with one orbital per cell P_k = |k⟩⟨k|. An eigenstate ψ_j of energy E_j thus has the unfolding weight

W_j = ⟨ψ_j|P_k|ψ_j⟩ = |N^(−1/2) Σ_n e^(−ikn) ψ_j(n)|²,

and the unfolded Green function and line shape are

G(z) = Σ_j W_j/(z − E_j) = ⟨k|(z − H)⁻¹|k⟩,  A(E) = −(1/π) Im⟨G(E + iη)⟩,  η → 0⁺.

The matrix element of V, with k′ = k + q, collects one term from each hopping direction:

⟨k′|V|k⟩ = N⁻¹ Σ_n δ_n [e^(−ik′(n+1)) e^(ikn) + e^(−ik′n) e^(ik(n+1))] = N⁻¹ Σ_n δ_n e^(−iqn) [e^(−ik′) + e^(ik)].

Taking out the mean phase, e^(−ik′) + e^(ik) = e^(−iq/2) · 2cos(k + q/2), so

⟨k+q|V|k⟩ = N^(−1/2) δ_q e^(−iq/2) · 2cos(k + q/2).

**A tempting solution**

Completeness of the ψ_j gives the moments of the unfolded line without diagonalization. The zeroth is Σ_j W_j = ⟨k|k⟩ = 1. The first is Σ_j W_j E_j = ⟨k|H|k⟩ = ε_k, since ⟨k|V|k⟩ ∝ δ_{q=0} = 0. For the second, (H − ε_k)|k⟩ = V|k⟩, so Σ_j W_j (E_j − ε_k)² = ⟨k|V²|k⟩ = Σ_q |⟨k+q|V|k⟩|², and the thermal average is

μ₂ = N⁻¹ Σ_{q≠0} 4cos²(k + q/2) S(q).

The line is centred at ε_k and has variance μ₂. The displacements are Gaussian and V is linear in them, so the line is taken to be Gaussian, with full width 2√(2 ln 2) √μ₂ = 2.355 √μ₂. For N = 240 the 239 terms sum to μ₂ = 7.29×10⁻⁵ Ha², so √μ₂ = 8.54×10⁻³ Ha and the width would be 2.355 × 8.54×10⁻³ = 2.01×10⁻² Ha, linear in α.

**Where it fails**

The three moments are exact. An average over 600 diagonalized supercells, described below, gives a variance of (7.26 ± 0.03)×10⁻⁵ Ha². The same supercells, broadened with η = 10⁻³ Ha, give a peak of full width 4.22×10⁻³ Ha including the broadening, about a fifth of the Gaussian value. The fault is the step from the variance to the width. The E_j are nonlinear functions of the u_n, so a Gaussian V does not imply a Gaussian line, and a variance fixes a width only if the line has a single energy scale.

Define the self-energy of the averaged function by ⟨G(z)⟩ = 1/(z − ε_k − Σ(z)) and set Γ(E) = −2 Im Σ(E + i0). Then

A(E) = (1/2π) Γ(E) / [(E − ε_k − Re Σ)² + Γ(E)²/4].

For |E − ε_k| much larger than |Σ| this is Γ(E)/[2π(E − ε_k)²], so the integrand of the second moment, (E − ε_k)²A(E), tends to Γ(E)/2π and does not fall to zero inside the band. To leading order in α the variance is gathered from the whole unperturbed band:

μ₂ ≈ ∫ Γ(E) dE/2π.

The core contributes little. Because A integrates to 1, the part of μ₂ from |E − ε_k| < Γ is at most Γ², which is of order α⁴, while μ₂ is of order α². The variance measures the band average of Γ(E) multiplied by the extent 4t of the tails, not the value of Γ at the peak. It gives that average, here 2πμ₂/4t = 2π × 7.29×10⁻⁵/0.2 = 2.3×10⁻³ Ha, and this scales as α². Its closeness to the peak width found below is an accident of k = 0.3π: for S(q) = S(0) the zone average of 4cos²(k + q/2) is 2, so μ₂ = 2S(0) at every k, while the peak width varies as (1 + cos²k)/sin k.

The Gaussian argument is correct when V leaves |k⟩ an eigenstate, so that its energy is linear in the Gaussian variable. A uniform modulation δ_n = s leaves |k⟩ an eigenstate with energy ε_k + 2s cos k, and a Gaussian s gives a Gaussian line. That case returns below as a finite-size correction.

**The right solution: (a) the width**

With G₀(k′) = 1/(z − ε_{k′}), expand (z − H)⁻¹ = G₀ + G₀VG₀ + G₀VG₀VG₀ + … and take the averaged diagonal element. Odd orders vanish because the distribution is even in u. To order α²,

⟨G⟩ = G₀(k) + G₀(k)² Σ₂,  Σ₂(z) = N⁻¹ Σ_{q≠0} 4cos²(k + q/2) S(q)/(z − ε_{k+q}).

Inverting, 1/⟨G⟩ = z − ε_k − Σ₂ + O(α⁴), so Σ = Σ₂ at this order. Near the pole G₀(k) is large, and the inversion is what makes the result usable there. At fourth order the Gaussian average of four V is a sum of three pairings. The pairing (12)(34) returns the electron to k in the middle and gives G₀(k)³Σ₂², which is the next term of the geometric series 1/(z − ε_k − Σ₂). The nested pairing (14)(23) is the first-order effect of replacing z by z − Σ₂ in the denominator of Σ₂, where the inserted Σ₂ is that of the intermediate state k + q; for N → ∞ the function Σ₂(z) varies on the scale of the distance to the band edge, so the change is small when Γ is small against that distance. The crossed pairing (13)(24) joins two bonds a distance x apart by three propagators. Each varies as e^(ik|x|) at energy ε_k, and the external states add e^(−ikx), so the sum over x contains e^(2ikx) for x > 0 and e^(4ik|x|) for x < 0. These geometric sums stay of order one unless 4k is near a multiple of 2π, which excludes the band centre k = π/2 and the band edges. The coupling has no term quadratic in u, so no Debye-Waller term arises; its average would be a real first-order shift and would not enter the width at order α².

Now let N → ∞ at fixed η, so N⁻¹Σ_q → ∫dq/2π and the single missing term q = 0 has no weight, and then η → 0, so Im 1/(E − ε + iη) → −πδ(E − ε):

Γ(E) = ∫_{−π}^{π} dq 4cos²(k + q/2) S(q) δ(E − ε_{k+q}).

Integrating this over E removes the delta function and gives 2πμ₂, which confirms the relation found above. The peak lies within |Re Σ| of ε_k, a shift of order α², so at leading order E = ε_k. The condition cos(k+q) = cos k has the roots q = 0 and q = −2k, and at both |dε_{k+q}/dq| = v = 2t sin k. At q = 0 the cosine factor is 4cos²k and S takes its limit S(0). At q = −2k it is 4cos²0 = 4 and S = S(2k), S being even. Hence

Γ_QE = 2[S(0) cos²k + S(2k)]/(t sin k).

This is the leading-order width only for k away from the band edges and from the band centre, |k − π/2| ≫ Γ/v. At k = π/2 the crossed pairing is as large as Σ₂ however small α is, and the formula does not give the width of the frozen line.

The forward root counts. The Fourier transform of a Lorentzian line is ⟨⟨k|e^(−iHτ)|k⟩⟩ ∝ e^(−iE₀τ − Γτ/2), with E₀ the peak position, so the averaged amplitude in k decays at the rate Γ/2 and its squared modulus at the rate Γ, and long-wavelength strain dephases that amplitude although it hardly relaxes the current. For T ≫ ω, S(q) → S(0) and Γ_QE → 2S(0)(1 + cos²k)/(t sin k), linear in T and independent of M. For T → 0 the forward part vanishes and zero-point motion leaves S(2k) = α²ω_{2k}/2K.

**(b) The Fan-Migdal width**

Quantize u_q = l_q(b_q + b†_{−q}), l_q² = 1/(2Mω_q). Using (e^(iq) − 1)e^(−iq/2) = 2i sin(q/2) and 2 sin(q/2) cos(k + q/2) = sin(k+q) − sin k, the matrix element becomes N^(−1/2) g (b_q + b†_{−q}) with

g = 2iα l_q [sin(k+q) − sin k].

The occupation of k obeys df_k/dτ = −Γ_out f_k + Γ_in(1 − f_k) and relaxes at the rate Γ_out + Γ_in. Let f be the Fermi function at ε_{k+q}. For ε_{k+q} = ε_k − ω_q, leaving by emission carries (n+1)(1−f) and entering by absorption carries nf, with sum n + 1 − f. For ε_{k+q} = ε_k + ω_q, leaving by absorption carries n(1−f) and entering by emission carries (n+1)f, with sum n + f. The golden rule gives

Γ_FM = (2π/N) Σ_q |g|² [(n+1−f) δ(ε_k − ε_{k+q} − ω_q) + (n+f) δ(ε_k − ε_{k+q} + ω_q)].

If ω_q is dropped from the delta functions, f cancels and the bracket is (2n+1)δ(ε_k − ε_{k+q}). Since |g|² = 4cos²(k + q/2) · α² 4sin²(q/2) l_q², one has |g|²(2n+1) = 4cos²(k + q/2) S(q), and the quasi-elastic Fan-Migdal width equals Γ_QE identically. The frozen average and the quasi-elastic value are the same quantity at order α², which fixes the frozen width wherever that order dominates, that is, away from the band centre and the band edges.

Dropping ω_q is two approximations. The first is kinematic. Put c = √(K/M), so ω_q = 2c|sin(q/2)|, and take an empty band, f = 0. Near q = 0 the arguments are −vq ∓ c|q|; each delta function takes half its weight from either side, ½[1/(v+c) + 1/(v−c)] = (1/v)/(1 − c²/v²), a second-order change. For backscattering with emission the final state is −(k − β), with β = ω_{2k}/v = c/t. Three relative changes are of first order in β. The factor 1/v of the final state rises by β cot k. The coupling |g|² ∝ |sin(q/2)| cos²(k + q/2), with |q|/2 = k − β/2, falls by (β/2)cot k. The phonon slope adds c cos k to the Jacobian v, a fall of c cos k/v = (β/2)cot k. In this model they sum to zero, and for absorption all signs reverse. The changes of n in the two channels are opposite and cancel. The kinematic error is therefore of order β².

The second approximation concerns the Fermi functions, which are really evaluated at ε_k ∓ ω. With elastic kinematics kept, 2n + 1 is replaced by 2n + 1 − [f(ε_k − ω) − f(ε_k + ω)]. The bracket is negligible when |ε_k − μ| − ω ≫ T or when ω ≪ T. At μ = ε_k it equals tanh x with x = ω/2T, and coth x − tanh x = coth x (1 − tanh²x) = coth x sech²x. The forward root has x → 0 and is unchanged, so

Γ_FM(μ = ε_k) ≈ 2[S(0) cos²k + S(2k) sech²x]/(t sin k),  x = ω_{2k}/2T.

A frozen supercell has a one-electron Hamiltonian that does not contain μ and cannot show this Pauli blocking. As T → 0 the Fan-Migdal width at the Fermi level vanishes while Γ_QE keeps its zero-point value.

**From a finite supercell to Γ**

A finite ring has discrete levels, so G is evaluated at finite η. If Σ is constant across the peak, ⟨G(E + iη)⟩ = 1/(E − ε_k − Re Σ + iγ) with γ = η + Γ/2, a Lorentzian of full width 2η + Γ. In a long chain the averaged propagator decays in space as e^(−γ|x|/v). A path that winds once round a ring of fixed length is damped less: the phase it collects from long-wavelength strain is proportional to Σ_n δ_n = 0, so the forward root drops out, and such paths are of relative size about e^(−N(η + Γ_b/2)/v), with Γ_b = 2S(2k)/(t sin k) the backscattering part of the width.

The missing q = 0 term is a larger effect. In a long chain a stretch of N cells is free to change its length. A uniform bond extension e costs NKe²/2, and as the zero-frequency limit it obeys equipartition, ⟨e²⟩ = T/(NK), so s = αe has variance S(0)/N. It shifts ε_k and ε_{−k} alike by y = 2s cos k, with variance

w² = 4cos²k S(0)/N.

Neglecting the small change of v, restoring the strain averages G(z − y) over y, which gives G + (w²/2)G″ to order w². With dΣ/dz neglected, G″ = 2G³, so G_full = G(1 + w²G²), 1/G_full = 1/G − w²G and Σ_full = Σ + w²G. For the measured full width, write the Lorentzian as L = 1/(1 + ξ²) with ξ in units of γ and r = w²/γ². Then L′ = −2ξ/(1+ξ²)² and L″ = (6ξ² − 2)/(1+ξ²)³, so L″(0) = −2, L′(1) = −½ and L″(1) = ½. The smeared curve L + (r/2)L″ has peak 1 − r, and its half height lies at ξ = 1 + ζ with ½ − ζ/2 + r/4 = ½ − r/2, so ζ = 3r/2. The full width grows by 2γζ = 3w²/γ. Two estimators follow:

Γ_Σ = −2 Im[Σ(ε_k + iη) + w²G],  Γ_W = FWHM − 2η + 3w²/γ.

**(c) Numbers**

At k = 0.3π, sin k = 0.80902, cos²k = 0.34549 and v = 0.080902 Ha per unit phase. With c = 10⁻³ Ha, ω_{2k} = 2c sin k = 1.6180×10⁻³ Ha, x = 0.85156 and x coth x = 1.23078. Then S(0) = 0.0016 × 9.5004×10⁻⁴/0.05 = 3.0401×10⁻⁵ Ha² and S(2k) = S(0) x coth x = 3.7418×10⁻⁵ Ha². With t sin k = 0.040451 Ha,

forward: 2 × 3.0401×10⁻⁵ × 0.34549/0.040451 = 0.519×10⁻³ Ha,
backward: 2 × 3.7418×10⁻⁵/0.040451 = 1.850×10⁻³ Ha,
Γ_QE = 2.369×10⁻³ Ha = 64.5 meV,  1/Γ_QE = 10.2 fs.

Here Γ_QE/t = 0.047 and the decay length of the squared averaged amplitude, v/Γ_QE, is 34 cells. The bound on the core share of the variance is Γ_QE²/μ₂ = 5.6×10⁻⁶/7.29×10⁻⁵, below 8%, and √μ₂ is 3.6 times Γ_QE.

The full Fan-Migdal sum was integrated on 2¹⁹ midpoints in q, with Gaussians of standard deviation 2×10⁻⁵ Ha for the delta functions. For the empty band it is 1.00005 Γ_QE, within the scale β² = (0.02)² = 4×10⁻⁴. For μ = ε_k it is 1.484×10⁻³ Ha, or 0.626 Γ_QE, and the estimate with sech²x = 0.5213 gives 0.519×10⁻³ + 0.5213 × 1.850×10⁻³ = 1.484×10⁻³ Ha. With the mass raised a hundredfold at fixed K, x falls tenfold and the two values at μ = ε_k become 2.015×10⁻³ and 2.026×10⁻³ Ha, the full one 0.5% below the quasi-elastic one.

For the unfolding, displacements were generated by multiplying the Fourier transform of Gaussian white noise by √⟨|u_q|²⟩, with the q = 0 term set to zero. Each of 600 rings of N = 240 was diagonalized, and G was summed from W_j and E_j with η = 10⁻³ Ha. Errors are jackknife estimates over 20 blocks. The level spacing 2πv/N = 2.1×10⁻³ Ha is comparable with Γ, so one configuration shows a few spikes and only the average is a line. With η + Γ_b/2 = 1.93×10⁻³ Ha the winding factor is about 3×10⁻³. The average is ⟨G(ε_k + iη)⟩ = (−60.9 − 458.2i) Ha⁻¹, so

1/⟨G⟩ = (−60.94 + 458.18i)/(60.94² + 458.18²) = (−0.285 + 2.145i)×10⁻³ Ha,
Σ = iη − 1/⟨G⟩ = (0.285 − 1.145i)×10⁻³ Ha.

The real part matches the observed peak position, 0.28×10⁻³ Ha above ε_k. The uncorrected width is 2.289×10⁻³ Ha. With w² = 4 × 0.34549 × 3.0401×10⁻⁵/240 = 1.751×10⁻⁷ Ha², the correction is 2 × 1.751×10⁻⁷ × 458.2 = 0.160×10⁻³ Ha, and

Γ_Σ = (2.45 ± 0.04)×10⁻³ Ha = 66.7 meV.

The measured FWHM is 4.218×10⁻³ Ha. Taking γ as half of it, 3w²/γ = 0.249×10⁻³ Ha and Γ_W = (4.218 − 2.000 + 0.249)×10⁻³ = (2.47 ± 0.06)×10⁻³ Ha. Both corrections are first order in r = w²/γ² ≈ 0.037. Averaging the strain explicitly, by three-point Gauss-Hermite quadrature over s on 2000 further rings, changes −2 Im Σ by 0.155×10⁻³ Ha where −2 Im(w²G) on those rings is 0.162×10⁻³ Ha. Convolving a Lorentzian of half width γ = 2.18×10⁻³ Ha with a Gaussian of variance w² widens it by 0.227×10⁻³ Ha where 3w²/γ is 0.240×10⁻³ Ha. The formulas overshoot by about 4% and 6% of the corrections, which is under 1% of Γ.

The uncorrected value lies 3.4% below Γ_QE and the corrected one 3.4% above it, so the N = 240 data alone do not show that the correction helps. A ring of N = 24000, where w² is a hundred times smaller, decides the matter. There G was obtained by solving (z − H)|φ⟩ = |k⟩ as a tridiagonal system with a rank-two correction for the bond that closes the ring, over 240 configurations:

Γ_Σ = (2.426 ± 0.007)×10⁻³ Ha = 66.0 meV = 1.024 Γ_QE.

The corrected supercell value agrees with this within its error, and the uncorrected one is low by more than three times that error. Backscattering alone (1.850×10⁻³ Ha) and classical nuclei (S(2k) → S(0), 2.022×10⁻³ Ha) are excluded, and so is the Gaussian width of 2.01×10⁻² Ha.

The excess of 2.4% over Γ_QE is well outside the statistical error of 0.3%. It has the size of S(2k)/t² = 0.015, and its attribution to the nested and crossed terms of order α⁴ is a conjecture here, since they were not evaluated. It is consistent with the weak-coupling data. At α = 0.01 Ha/bohr a relative excess scaling as α² would be sixteen times smaller, 0.15%. The long ring then gives, in units of 10⁻⁴ Ha, sampled −2 Im Σ against −2 Im Σ₂ summed at the same N and η, and against Γ_QE:

k = 0.2π: 2.301 ± 0.007, 2.292, 2.300
k = 0.3π: 1.479 ± 0.005, 1.477, 1.481
k = 0.4π: 1.126 ± 0.003, 1.124, 1.126

At k = 0.3π, the only k where the excess was measured at the working coupling, it has dropped to the level of the noise, and none is seen above the noise at the other two k, although the errors are too large to fix the power of α with which it falls.

Numbers in the example were calculated in double precision.
